\section*{Gaunt and Breit operators from one-photon exchange and their gauge term}

The exchange of one photon between two Dirac electrons gives, when the photon frequency is set to zero, the Coulomb interaction $1/r$ plus an operator that depends on the gauge in which the limit was taken. Feynman gauge gives the Gaunt operator and Coulomb gauge gives the Breit operator,
\begin{equation}
B_{\rm G}=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad
B_{\rm B}=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})}{2r},
\end{equation}
and they differ by the gauge term
\begin{equation}
G=B_{\rm B}-B_{\rm G}=\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})}{2r}
=\frac{1}{2c^2}\,[h_1,[h_2,r]].
\label{gauge}
\end{equation}
Here $\mathbf r=\mathbf r_1-\mathbf r_2$, $\hat{\mathbf r}=\mathbf r/r$, and $\boldsymbol\alpha_1,\boldsymbol\alpha_2$ are the Dirac matrices of the two electrons. The last form of $G$ requires a local potential $v$ in the one-electron operator $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+v(\mathbf r)$. Before the limit is taken, the two gauges give equal matrix elements between eigenstates of a common $h$ when energy is conserved. The limits are not equivalent: the Feynman limit discards a retardation of the charge-charge interaction that is of the same order in $1/c$ as the Gaunt operator, and $G$ puts it back.

Hartree atomic units are used, with $\hbar=m=e=1$ and $c=1/\alpha$, where $\alpha$ without an index is the fine-structure constant. The electron has charge $-1$, so a vector potential enters $h$ through $\mathbf p\to\mathbf p+\mathbf A/c$ and adds the coupling $+\boldsymbol\alpha\cdot\mathbf A$. Electron 1 goes from orbital $a$ to $c$ and electron 2 from $b$ to $d$; the letter $c$ is an orbital label only in indices and matrix elements. Antisymmetrization is done afterwards, by subtracting the exchange element. Energy conservation and the frequency are expressed by
\begin{equation}
\Delta=\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b,\qquad \omega=|\Delta|,\qquad q=\omega/c .
\end{equation}

In Coulomb gauge the charges interact through the instantaneous $1/r$, and the photons are transverse. In a box of volume $\Omega$,
\begin{equation}
\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi c^2}{\Omega\, ck}}\;\mathbf e_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),
\end{equation}
with real polarization vectors; the prefactor makes the field energy of a mode equal to $ck(a^\dagger a+\tfrac12)$. One-photon exchange is second order in $\boldsymbol\alpha\cdot\mathbf A$. If electron 1 emits first, the intermediate state holds $c$, $b$ and the photon, and the energy denominator is $\varepsilon_a+\varepsilon_b-\varepsilon_c-\varepsilon_b-ck=\Delta-ck$. If electron 2 emits first, the state holds $a$, $d$ and the photon, and the denominator is $\varepsilon_b-\varepsilon_d-ck=-\Delta-ck$. The phase factors are $e^{-i\mathbf k\cdot\mathbf r}$ and $e^{i\mathbf k\cdot\mathbf r}$; since the sum runs over both $\mathbf k$ and $-\mathbf k$, both may be written as $e^{i\mathbf k\cdot\mathbf r}$. The two time orders then add to
\begin{equation}
\frac{1}{\Delta-ck}+\frac{1}{-\Delta-ck}=\frac{-2ck}{(\Delta-ck)(-\Delta-ck)}=-\frac{2ck}{c^2k^2-\omega^2}.
\end{equation}
Multiplication by the squared prefactor $2\pi c^2/(\Omega ck)$ gives $-4\pi/[\Omega(k^2-q^2)]$. The polarization sum is $\sum_\lambda e_ie_j=\delta_{ij}-k_ik_j/k^2$, and $\Omega^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. With the instantaneous part included,
\begin{equation}
V_{\rm C}=\frac1r-\alpha_{1i}\alpha_{2j}\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{4\pi\,e^{i\mathbf k\cdot\mathbf r}}{k^2-q^2-i0}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right).
\label{vck}
\end{equation}
Repeated indices are summed. The $-i0$ comes from the usual rule that the initial energy carries $+i0$: the denominator that can vanish is $\omega-ck+i0$.

In Feynman gauge all four components of the potential propagate. The field Lagrangian with its gauge-fixing term is
\begin{equation}
\mathcal L=-\frac{1}{16\pi}F_{\mu\nu}F^{\mu\nu}-\frac1{8\pi}(\partial_\mu A^\mu)^2-\frac1c\,j_\mu A^\mu .
\end{equation}
Expanding $F_{\mu\nu}F^{\mu\nu}$ and integrating by parts produces $+(\partial_\mu A^\mu)^2/8\pi$, which cancels the gauge-fixing term and leaves $-(1/8\pi)\,\partial_\mu A_\nu\partial^\mu A^\nu$. The field equation at frequency $\omega$ is therefore
\begin{equation}
(-\nabla^2-q^2)A^\mu=\frac{4\pi}{c}\,j^\mu .
\end{equation}
The field enters quadratically and can be eliminated by inserting this solution. On the solution the quadratic term equals $+j_\mu A^\mu/2c$, so the Lagrangian density becomes $-j_\mu A^\mu[j]/2c$. The cross term between electrons 1 and 2 occurs twice, which removes the factor $\tfrac12$, and an interaction energy is minus the corresponding Lagrangian. The transition currents are $j^\mu=(c\rho,\mathbf j)$ with $\rho=-\psi^\dagger\psi$ and $\mathbf j=-c\,\psi^\dagger\boldsymbol\alpha\psi$. The two minus signs of the charges cancel, and $j_{1\mu}j_2^\mu/c^2=\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2/c^2$ supplies, with the pole at $k=q$ displaced by the same $-i0$ as in (\ref{vck}) since the initial energy again carries $+i0$, the matrix factor $1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$:
\begin{equation}
V_{\rm F}=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi\,e^{i\mathbf k\cdot\mathbf r}}{k^2-q^2-i0}.
\end{equation}

The integral is the outgoing solution of $(-\nabla^2-q^2)g=4\pi\delta(\mathbf r)$. Away from the origin $rg$ obeys $(rg)''=-q^2rg$, and near the origin $g$ must behave as $1/r$, so $g=e^{iqr}/r$. The extra factor $1/k^2$ in Coulomb gauge is handled by partial fractions,
\begin{equation}
\frac{4\pi}{k^2(k^2-q^2)}=\frac1{q^2}\left(\frac{4\pi}{k^2-q^2}-\frac{4\pi}{k^2}\right)
\;\longrightarrow\; F(r)=\frac{e^{iqr}-1}{q^2r}.
\end{equation}
Under the integral $k_ik_je^{i\mathbf k\cdot\mathbf r}=-\partial_i\partial_je^{i\mathbf k\cdot\mathbf r}$. The term with $k_ik_j$ in (\ref{vck}) has a plus sign in front, which this minus sign turns around. With $\nabla=\nabla_1=-\nabla_2$ acting on functions of $\mathbf r$,
\begin{align}
V_{\rm F}&=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{iqr}}r,\label{vf}\\
V_{\rm C}&=\frac1r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{e^{iqr}}r-(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)F(r),\label{vc}
\end{align}
where the gradients act on $F$ alone.

At $q\to0$ equation (\ref{vf}) becomes $1/r+B_{\rm G}$. In (\ref{vc}) the function $F$ has to be expanded first:
\begin{equation}
F=\frac{1}{q^2r}\left(iqr-\frac{q^2r^2}{2}-\frac{iq^3r^3}{6}+\dots\right)=\frac iq-\frac r2-\frac{iqr^2}{6}+\dots
\end{equation}
The divergent term is a constant and the gradients remove it; the third term vanishes with $q$. What survives is $+\tfrac12(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)r$. Since $\partial_jr=r_j/r$ and $\partial_i(r_j/r)=\delta_{ij}/r-r_ir_j/r^3$, this is the middle expression in (\ref{gauge}), and
\begin{equation}
-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}+\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})}{2r}=B_{\rm B}.
\end{equation}

The meaning of $G$ follows from a commutator. For a function $f(r)$, both $\beta$ and a local $v$ commute with $f$, so only the momentum contributes: $[h_1,f]=-ic\,\boldsymbol\alpha_1\cdot\nabla_1f$. Hence $\boldsymbol\alpha_1\cdot\nabla f=(i/c)[h_1,f]$, while for electron 2 the sign of the gradient changes and $\boldsymbol\alpha_2\cdot\nabla f=-(i/c)[h_2,f]$. Applying one after the other gives
\begin{equation}
(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f=\frac ic\left(-\frac ic\right)[h_1,[h_2,f]]=\frac1{c^2}[h_1,[h_2,f]].
\end{equation}
With $f=r/2$ this is the last form in (\ref{gauge}). Between eigenstates each commutator becomes an energy difference,
\begin{equation}
\langle cd|(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f|ab\rangle=\frac{(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)}{c^2}\langle cd|f|ab\rangle ,
\label{elem}
\end{equation}
and the prefactor is $(-\Delta)(\Delta)/c^2=-q^2$ when energy is conserved. Taking $f=F$ for $q\neq0$,
\begin{equation}
\langle V_{\rm F}-V_{\rm C}\rangle=\left\langle\frac{e^{iqr}-1}{r}\right\rangle-q^2\langle F\rangle=0 .
\end{equation}
For $q=0$ the difference is $-\langle G\rangle$, which vanishes because the energy differences in (\ref{elem}) do. The full exchange is thus independent of the choice between these gauges. For the gauge term itself,
\begin{equation}
\langle cd|G|ab\rangle=\frac{(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)}{2c^2}\langle cd|r|ab\rangle
\;\longrightarrow\;-\frac{q^2}{2}\langle cd|r|ab\rangle ,
\label{gel}
\end{equation}
where the arrow marks energy conservation.

This can be compared with the charge-charge part of (\ref{vf}),
\begin{equation}
\frac{e^{iqr}}r=\frac1r+iq-\frac{q^2r}{2}-\frac{iq^3r^2}{6}+\dots
\end{equation}
The term $iq$ contributes $iq\langle c|a\rangle\langle d|b\rangle$, which vanishes because orbitals of different energy are orthogonal. The next term is the right-hand side of (\ref{gel}). In Feynman gauge the Coulomb repulsion is itself retarded, and its leading retardation is of order $q^2\propto1/c^2$. The Gaunt operator is also of order $1/c^2$ for slow electrons, because each $\boldsymbol\alpha$ stands for a velocity divided by $c$. Setting $q=0$ in Feynman gauge keeps one term of this order and drops the other. In Coulomb gauge the charge interaction has no retardation, and the limit keeps both. The first real corrections beyond the Breit operator, seen from Feynman gauge, are $q^4r^3/24$ from the charges and $+\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\,q^2r/2$ from the currents, both of order $1/c^4$. For the exchange integral between 1s and 2p$_{1/2}$ at $Z=10$, doubling $c$ in the numerical check gives orders of 2.00 for the Coulomb-Gaunt error and 3.99 for the Coulomb-Breit error, each error being the absolute difference from the real part of the full exchange.

Equation (\ref{gel}) shows where the choice of operator matters. In a direct term $c=a$ and $d=b$, so $\langle G\rangle=0$ and both operators give the same value. The same holds for exchange between degenerate orbitals, such as the two spin partners of a 1s pair. A first-order difference can arise from exchange between orbitals of different energy, provided that the exchange element of $r$ is not zero. For 1s and 2s with opposite spins it is zero, because the transition density $\psi^\dagger\psi$ vanishes everywhere, and the two operators agree although the energies differ.

The energy formula fails when its premises do. A nonlocal exchange potential, as in Dirac-Fock theory, does not commute with $f(r)$ and adds terms to the commutators. Orbitals taken from different potentials are not eigenstates of one $h$. With 1s from charge 80 and 2p$_{1/2}$ from charge 75, the exchange element of $G$ is 0.0705 hartree, whereas the energy formula gives 0.0808 hartree, 15\% more than the operator value. If energy is not conserved, the first form of (\ref{gel}) still holds in a common local potential, but the cancellation between $V_{\rm F}$ and $V_{\rm C}$ is lost in general, and no single photon frequency is defined by the two transitions.

As an example, take two electrons in the configuration 1s\,2p$_{1/2}$ with $J=1$, $M=1$ in the field of a point nucleus with $Z=80$. The orbitals are those of the bare nucleus and the interaction is treated to first order. Nuclear size, configuration mixing, two-photon exchange, self-energy and vacuum polarization are left out. Both electrons have $m=+\tfrac12$, the state is a single determinant, and its interaction energy is the direct element minus the exchange element. In the exchange element electron 1 goes from 1s to 2p$_{1/2}$ and electron 2 goes back, so energy is conserved. The orbital energies, with the rest energy $c^2$ subtracted, are $-3532.192$ and $-904.848$ hartree, hence
\begin{equation}
\omega=2627.344\ \text{hartree},\qquad q=\frac{2627.344}{137.036}=19.1727\ \text{bohr}^{-1}.
\end{equation}
The exchange element of $r$ is $-4.7050\times10^{-4}$ bohr; it is negative, as for any two orthogonal orbitals whose transition density does not vanish everywhere, because this density integrates to zero and the Fourier transform of $r$ is $-8\pi/k^4$ at every $k\neq0$. Then
\begin{equation}
\langle G\rangle_{\rm exch}=-\tfrac12(19.1727)^2(-4.7050\times10^{-4})=0.08648\ \text{hartree},
\end{equation}
in agreement with the value integrated directly from the operator. The exchange element is $-0.6498$ hartree for Gaunt and $-0.6498+0.0865=-0.5633$ hartree for Breit. The direct element is $-0.5005$ hartree for both. The contributions to the energy are
\begin{align}
E_{\rm G}&=-0.5005+0.6498=0.1493\ \text{hartree}=4.06\ \text{eV},\\
E_{\rm B}&=-0.5005+0.5633=0.0628\ \text{hartree}=1.71\ \text{eV}.
\end{align}
Direct and exchange parts largely cancel, so a gauge term of 13\% of the Gaunt exchange element makes the Gaunt energy 2.4 times the Breit energy. With the Coulomb part, the interaction energy is 23.7489 hartree for Coulomb-Gaunt, 23.6624 for Coulomb-Breit and 23.6626 for the real part of the full one-photon exchange. The full exchange element also has an imaginary part, $-0.1077$ hartree in both gauges, which neither static operator reproduces here.

The trend with nuclear charge, for the exchange elements in hartree, is as follows; the last column is the real part of the full exchange minus its Coulomb-Breit value.
\begin{center}
\begin{tabular}{rrrrr}
$Z$ & Gaunt & Breit & $G$ & remainder\\
20 & $-0.00867$ & $-0.00731$ & 0.00136 & 0.000004\\
40 & $-0.07136$ & $-0.06044$ & 0.01092 & 0.000111\\
60 & $-0.25326$ & $-0.21648$ & 0.03678 & 0.000515\\
80 & $-0.64977$ & $-0.56329$ & 0.08648 & $-0.000145$
\end{tabular}
\end{center}
For nonrelativistic hydrogenic orbitals $\omega\propto Z^2$ and lengths scale as $1/Z$, so $q^2r\propto Z^3/c^2$. From $Z=20$ to $Z=80$ this predicts a factor of 64, and the computed gauge term grows by 63. Such closeness is not general: the Gaunt element, with the same nonrelativistic scaling, grows by 75.

The remainder changes sign between $Z=60$ and $Z=80$, so its value at $Z=80$ lies near a zero and is not representative of the trend. Seen from Feynman gauge it is the difference of two larger pieces. At $Z=80$ the real part of the complete charge retardation is 0.0682 hartree, which is 0.0183 below its second-order part $\langle G\rangle$. The real part of the full exchange exceeds its Coulomb-Gaunt value by 0.0863 hartree, which is the sum of the charge and current retardations, so the retardation of the current-current term is $0.0863-0.0682=0.0181$ hartree and nearly compensates this. For this pair of orbitals the static Breit operator is closer to the full exchange than either neglected piece alone would suggest; for other pairs the compensation would have to be computed.

\section*{Computed results}
\begin{verbatim}
speed of light c: 137.035999 a.u.
two-level model, exchange by diagonalization: -5.952111e-05 (model units)
two-level model, sum of two time orders: -5.952381e-05 (model units)
largest deviation from Breit tensor at q = 1e-8: 6.7e-09 a.u.
Z = 80, point nucleus, 1s 2p1/2 J=1 M=1, first order
energy of 1s: -3532.192093 hartree
energy of 2p1/2: -904.847783 hartree
photon frequency omega: 2627.344309 hartree
q = omega/c: 19.172658 1/bohr
exchange element of r12: -0.00047050 bohr
exchange Coulomb: 0.475350 hartree
exchange Gaunt: -0.649767 hartree
exchange Breit: -0.563292 hartree
exchange gauge term from operator: 0.08647545 hartree
exchange gauge term from -q^2<r12>/2: 0.08647545 hartree
exchange charge retardation, real part: 0.068188 hartree
exchange full Feynman gauge, real part: -0.08808748 hartree
exchange full Coulomb gauge, real part: -0.08808748 hartree
exchange full Feynman gauge, imaginary part: -0.10771346 hartree
exchange full Coulomb gauge, imaginary part: -0.10771346 hartree
exchange full minus Coulomb-Gaunt: 0.086330 hartree
exchange full minus Coulomb-Breit: -0.000145 hartree
direct Coulomb: 24.074941 hartree
direct Gaunt: -0.500470 hartree
direct Breit: -0.500470 hartree
direct gauge term: -7.6e-16 hartree
direct minus exchange, Coulomb: 23.599591 hartree
direct minus exchange, Gaunt: 0.149297 hartree
direct minus exchange, Breit: 0.062821 hartree
Gaunt energy converted: 4.063 eV
Breit energy converted: 1.709 eV
total interaction, Coulomb-Gaunt: 23.748888 hartree
total interaction, Coulomb-Breit: 23.662412 hartree
total interaction, full one-photon, real part: 23.662558 hartree
off-shell gauge element from operator: 0.04334136 hartree
off-shell gauge element from energies: 0.04334136 hartree
unequal potentials (80 and 75), gauge from operator: 0.070476 hartree
unequal potentials (80 and 75), gauge from energies: 0.080828 hartree
Z = 10, order in 1/c of Coulomb-Gaunt error: 2.001
Z = 10, order in 1/c of Coulomb-Breit error: 3.986
exchange in hartree: Z, Gaunt, Breit, gauge term, full minus Coulomb-Breit
 20 -0.008671 -0.007307 0.001364 0.000004
 40 -0.071358 -0.060443 0.010916 0.000111
 60 -0.253261 -0.216477 0.036784 0.000515
 80 -0.649767 -0.563292 0.086475 -0.000145
\end{verbatim}
